# Why the core-Hamiltonian guess misplaces electrons in HF and LiH: test program

```python
# Result under test: the core-Hamiltonian guess (no electron repulsion) has
# atomic levels -Z^2/n^2 Ry with 2s = 2p, and therefore puts too many electrons
# on the heavier atom A of a molecule AH, provided the bond length R exceeds
# about R_c = 2 (Z_A - 1) / ((Z_A/n)^2 - 1) bohr.
# Symbols: Z nuclear charge, n shell number, R bond length in bohr.
# "H count": electrons nearer to H than to A.  Dipole > 0: H is the positive end.
# A sits at z = 0, H at z = R.  pyscf works in hartree; 1 hartree = 2 Ry.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy import constants
from pyscf import gto, scf

RY_EV = constants.value('Rydberg constant times hc in eV')
RATIO = 2.6


def shells(l, smallest, number):
    return [[l, [smallest * RATIO**k, 1.0]] for k in range(number)]


BASIS = {
    'F': shells(0, 0.10, 13) + shells(1, 0.10, 9) + shells(2, 0.60, 2),
    'Li': shells(0, 0.03, 12) + shells(1, 0.03, 8) + shells(2, 0.15, 2),
    'H': shells(0, 0.05, 9) + shells(1, 0.20, 3),
}


def molecule(heavy, R):
    return gto.M(atom=[[heavy, (0, 0, 0)], ['H', (0, 0, R)]], unit='Bohr',
                 basis={heavy: BASIS[heavy], 'H': BASIS['H']}, verbose=0)


def core_hamiltonian(mol):
    return mol.intor('int1e_kin') + mol.intor('int1e_nuc')


def fill(matrix, mol):
    """Diagonalize in the AO basis and doubly occupy the lowest orbitals."""
    energy, coeff = eigh(matrix, mol.intor('int1e_ovlp'))
    occupied = coeff[:, :mol.nelectron // 2]
    return energy, 2 * occupied @ occupied.T


def bare_atom(mol, index):
    """Levels (Ry) and orbitals of one bare nucleus in its own functions."""
    first, last = mol.aoslice_by_atom()[index, 2:4]
    with mol.with_rinv_at_nucleus(index):
        attraction = -mol.atom_charge(index) * mol.intor('int1e_rinv')
    h = mol.intor('int1e_kin') + attraction
    part = slice(first, last)
    energy, c = eigh(h[part, part], mol.intor('int1e_ovlp')[part, part])
    coeff = np.zeros((mol.nao, last - first))
    coeff[part] = c
    return 2 * energy, coeff


def local_levels(mol):
    """n=2 levels of A and 1s level of H (Ry), both nuclei attracting,
    without mixing between the two atoms."""
    h = 2 * core_hamiltonian(mol)
    shell = bare_atom(mol, 0)[1][:, 1:5]
    h1s = bare_atom(mol, 1)[1][:, 0]
    return np.linalg.eigvalsh(shell.T @ h @ shell), h1s @ h @ h1s


def h_count(mol, dm):
    """Integrate an axially symmetric density on the H side of the bisector."""
    R = mol.atom_coord(1)[2]
    x, w = np.polynomial.legendre.leggauss(70)
    u, wu = (x + 1) / 2, w / 2
    xi = 1 + (u / (1 - u))**2
    wxi = wu * 2 * u / (1 - u)**3
    sides = []
    for sign in (-1, 1):
        X, E = np.meshgrid(xi, sign * u, indexing='ij')
        rho = R / 2 * np.sqrt((X**2 - 1) * (1 - E**2))
        z = R / 2 * (1 + X * E)
        points = np.column_stack([rho.ravel(), 0 * rho.ravel(), z.ravel()])
        ao = mol.eval_gto('GTOval_sph', points)
        density = np.einsum('pi,pi->p', ao @ dm, ao)
        volume = 2 * np.pi * (R / 2)**3 * (X**2 - E**2) * np.outer(wxi, wu)
        sides.append(density @ volume.ravel())
    assert abs(sum(sides) - mol.nelectron) < 2e-3
    return sides[1]


def dipole(mol, dm):
    return mol.atom_coord(1)[2] - np.sum(dm * mol.intor('int1e_r')[2])


def run_rhf(mol, dm0=None):
    cycles = []
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-9
    mf.max_cycle = 100
    mf.callback = lambda env: cycles.append(1)
    mf.kernel(dm0=dm0)
    return mf, len(cycles)


def compare(heavy, R):
    """Core guess, one screened diagonalization, and converged RHF."""
    mol = molecule(heavy, R)
    mf, cycles = run_rhf(mol)
    assert mf.converged
    levels, core = fill(core_hamiltonian(mol), mol)
    atoms = mf.get_init_guess(key='minao')
    fock = core_hamiltonian(mol) + np.asarray(mf.get_veff(mol, atoms))
    screened = fill(fock, mol)[1]
    dms = {'core': core, 'screened': screened, 'RHF': np.asarray(mf.make_rdm1())}
    result = {name: (h_count(mol, dm), dipole(mol, dm),
                     2 * (mf.energy_tot(dm) - mf.e_tot))
              for name, dm in dms.items()}
    return mol, mf, cycles, 2 * levels, dms, result


def show(title, result):
    for name, (count, mu, excess) in result.items():
        print(f'{title} {name}: H count {count:.3f}, dipole {mu:.3f} e*bohr, '
              f'excess {excess:.3f} Ry')


# Bare atomic levels against the scaling law
print('Gaussian exponent ratio:', RATIO)
for heavy, R in (('F', 1.7), ('Li', 3.0)):
    mol = molecule(heavy, R)
    Z = mol.atom_charge(0)
    bare = bare_atom(mol, 0)[0]
    expected = np.array([Z**2] + 4 * [Z**2 / 4])
    assert np.allclose(-bare[:5], expected, rtol=2e-3)  # finite Gaussian basis
    print(f'{heavy} bare n=1: {bare[0]:.3f} Ry; '
          f'n=2: {bare[1]:.3f} to {bare[4]:.3f} Ry')
bare_h = bare_atom(mol, 1)[0][0]
assert abs(bare_h + 1) < 2e-3
print(f'H bare 1s: {bare_h:.4f} Ry')

# Screening removes the 2s-2p degeneracy
anion = gto.M(atom='F 0 0 0', charge=-1, basis={'F': BASIS['F']}, verbose=0)
ion, _ = run_rhf(anion)
e2s, e2p = 2 * ion.mo_energy[1], 2 * ion.mo_energy[2]
assert ion.converged and e2p - e2s > 1
print(f'F- ion, RHF: 2s {e2s:.3f} Ry, 2p {e2p:.3f} Ry')

# Crossing distance of the bare levels
for name, Z in (('HF', 9), ('LiH', 3)):
    estimate = 2 * (Z - 1) / ((Z / 2)**2 - 1)
    print(f'{name} point-charge crossing R_c (n=2): {estimate:.3f} bohr')


def level_gap(R):
    shell, h1s = local_levels(molecule('Li', R))
    return shell.mean() - h1s


crossing = brentq(level_gap, 2.0, 6.0, xtol=1e-4)
assert abs(crossing / estimate - 1) < 0.15  # penetration is left out of R_c
print(f'LiH crossing from integrals: {crossing:.3f} bohr')

# The two molecules near their RHF energy minimum
data = {}
for name, heavy, R in (('HF', 'F', 1.7), ('LiH', 'Li', 3.0)):
    data[name] = compare(heavy, R)
    mol, mf, cycles, levels, dms, result = data[name]
    for other in (R - 0.3, R + 0.3):
        assert run_rhf(molecule(heavy, other))[0].e_tot > mf.e_tot
    shell, h1s = local_levels(mol)
    Z = mol.atom_charge(0)
    penetration = 1 - (1 + R) * np.exp(-2 * R)
    assert abs(h1s + 1 + 2 * Z / R * penetration) < 0.02 * abs(h1s)
    print(f'{name}: R = {R:.1f} bohr, RHF energy {2 * mf.e_tot:.4f} Ry')
    print(f'{name} unmixed {heavy} n=2 levels (Ry):', np.round(shell, 3))
    print(f'{name} unmixed H 1s level: {h1s:.3f} Ry '
          f'(penetration factor {penetration:.4f})')
    print(f'{name} lowest core-guess levels (Ry):', np.round(levels[:6], 3))
    show(name, result)
    assert result['core'][2] > result['screened'][2] > -1e-6

mol, mf, cycles, levels, dms, result = data['HF']
shell, h1s = local_levels(mol)
assert shell.max() < h1s
assert result['core'][0] < 0.5 * result['RHF'][0]
assert result['core'][1] > result['RHF'][1] > 0
assert (abs(result['screened'][0] - result['RHF'][0])
        < 0.5 * abs(result['core'][0] - result['RHF'][0]))
print(f"HF core-guess energy excess: {result['core'][2] * RY_EV:.1f} eV")
r2 = {key: np.sum(dm * mol.intor('int1e_r2')) / mol.nelectron
      for key, dm in dms.items()}
assert r2['core'] < r2['RHF']
print(f"HF mean r^2 from F: core {r2['core']:.3f}, RHF {r2['RHF']:.3f} bohr^2")
from_core, core_cycles = run_rhf(mol, dms['core'])
print(f'HF RHF iterations: atomic start {cycles}, core start {core_cycles}')
print(f'HF final energy difference of the two starts: '
      f'{2 * (from_core.e_tot - mf.e_tot):.1e} Ry')
assert data['LiH'][5]['RHF'][1] < 0

# Stretched LiH: the heavy atom wins in the guess, H wins in RHF
stretched = compare('Li', 6.0)[5]
show('LiH at 6.0 bohr', stretched)
assert stretched['core'][0] < 0.5 and stretched['RHF'][0] > 1
assert stretched['core'][1] > 0 > stretched['RHF'][1]
counts = []
for R in (3.0, 4.0, 5.0, 6.0, 8.0):
    mol = molecule('Li', R)
    counts.append(h_count(mol, fill(core_hamiltonian(mol), mol)[1]))
    print(f'LiH core guess, R = {R:.1f} bohr: H count {counts[-1]:.3f}')
assert np.all(np.diff(counts) < 0) and counts[-1] < 0.2

print('all tests passed')
```

Printed output:

```
Gaussian exponent ratio: 2.6
F bare n=1: -80.997 Ry; n=2: -20.249 to -20.249 Ry
Li bare n=1: -9.000 Ry; n=2: -2.250 to -2.250 Ry
H bare 1s: -1.0000 Ry
F- ion, RHF: 2s -2.144 Ry, 2p -0.358 Ry
HF point-charge crossing R_c (n=2): 0.831 bohr
LiH point-charge crossing R_c (n=2): 3.200 bohr
LiH crossing from integrals: 3.175 bohr
HF: R = 1.7 bohr, RHF energy -200.1327 Ry
HF unmixed F n=2 levels (Ry): [-21.688 -21.395 -21.395 -21.223]
HF unmixed H 1s level: -10.634 Ry (penetration factor 0.9099)
HF lowest core-guess levels (Ry): [-82.174 -21.697 -21.397 -21.397 -21.224 -11.363]
HF core: H count 0.111, dipole 1.638 e*bohr, excess 32.725 Ry
HF screened: H count 1.122, dipole 1.037 e*bohr, excess 0.053 Ry
HF RHF: H count 1.265, dipole 0.749 e*bohr, excess 0.000 Ry
LiH: R = 3.0 bohr, RHF energy -15.9740 Ry
LiH unmixed Li n=2 levels (Ry): [-3.169 -2.868 -2.868 -2.738]
LiH unmixed H 1s level: -2.980 Ry (penetration factor 0.9901)
LiH lowest core-guess levels (Ry): [-9.667 -3.354 -2.882 -2.882 -2.744 -2.386]
LiH core: H count 1.129, dipole -0.433 e*bohr, excess 1.351 Ry
LiH screened: H count 1.706, dipole -2.358 e*bohr, excess 0.015 Ry
LiH RHF: H count 1.686, dipole -2.355 e*bohr, excess 0.000 Ry
HF core-guess energy excess: 445.2 eV
HF mean r^2 from F: core 0.334, RHF 1.373 bohr^2
HF RHF iterations: atomic start 8, core start 11
HF final energy difference of the two starts: -1.1e-12 Ry
LiH at 6.0 bohr core: H count 0.056, dipole 3.795 e*bohr, excess 2.925 Ry
LiH at 6.0 bohr screened: H count 1.854, dipole -5.149 e*bohr, excess 0.045 Ry
LiH at 6.0 bohr RHF: H count 1.700, dipole -4.232 e*bohr, excess 0.000 Ry
LiH core guess, R = 3.0 bohr: H count 1.129
LiH core guess, R = 4.0 bohr: H count 0.590
LiH core guess, R = 5.0 bohr: H count 0.191
LiH core guess, R = 6.0 bohr: H count 0.056
LiH core guess, R = 8.0 bohr: H count 0.005
all tests passed
```
